# Counting the Pb spins of one transistor against a spectrometer's limit

## Problem

A Pb centre is a silicon atom at the Si/SiO₂ interface with one broken bond. When the centre is neutral, that bond holds one unpaired electron, which electron spin resonance can detect.

A transistor has a gate area of 1 µm² and $10^{12}$ Pb centres per cm².

**(a)** How many spins does it hold, and how does this compare with a conventional spectrometer limit of $10^{10}$ spins?

**(b)** Where does a limit of that size come from, and does it apply to the Pb line?

**(c)** Can averaging, cooling or a larger sample close the gap?

Take a temperature of 300 K and a rectangular cavity of $2.3\times1.0\times4.3$ cm with unloaded quality factor $Q_0=6000$, a rough typical case.

## Solution

### (a) The count

Since 1 µm $=10^{-4}$ cm, the gate area is $A=10^{-8}$ cm². With areal density $D$,

$$N=DA=10^{12}\times10^{-8}=10^4 .$$

The limit exceeds this by $10^{10}/10^4=10^6$, or six orders of magnitude. If the centres are placed independently at random, the count varies from gate to gate with a standard deviation of $\sqrt N=100$ centres, or 1% of the mean, which is irrelevant here.

The count assumes that every centre is neutral. A centre can hold zero, one or two electrons. Let $E_1$ be the energy of adding the first electron and $E_2$ that of adding the second. At Fermi level $E_F$ the three charge states have the statistical weights

$$1,\qquad 2e^{-(E_1-E_F)/kT},\qquad e^{-(E_1+E_2-2E_F)/kT}.$$

The 2 counts the two spin directions. Dividing the middle weight by the sum, and then numerator and denominator by $e^{-(E_1-E_F)/kT}$, gives the neutral fraction

$$f_0=\frac{2}{2+e^{(E_1-E_F)/kT}+e^{(E_F-E_2)/kT}} .$$

Rough levels are $E_1=0.30$ eV and $E_2=0.80$ eV above the valence band edge. For $E_F=0.56$ eV, near midgap, $f_0=0.9999$. A Gaussian spread of 0.08 eV, shifting both levels together, lowers this to 0.995, so $10^4$ spins stands.

A gate bias that raises $E_F$ at the interface to 0.95 eV changes the answer. With $kT=0.0259$ eV the last exponential is $e^{0.15/0.0259}\approx330$, so $f_0\approx2/332=0.006$ and about 60 spins remain. This holds for sharp levels. With the 0.08 eV spread, centres whose upper level lies above $E_F$ are mostly neutral. They form the Gaussian tail beyond $0.15/0.08\approx1.9$ standard deviations, about 3% of all centres. Centres whose upper level lies within a few $kT$ below $E_F$ are also partly neutral. Averaging $f_0$ over the whole spread gives about 8%, so roughly 760 spins would remain.

### (b) The origin of the limit

**Polarization.** Spins in the lower level absorb microwaves and those in the upper level emit them, so the population difference matters. For a splitting $h\nu$ the populations have the ratio $e^{-h\nu/kT}$, and the fractional difference is

$$p=\frac{1-e^{-h\nu/kT}}{1+e^{-h\nu/kT}}=\tanh\frac{h\nu}{2kT}.$$

The cavity mode used below has $\nu=9.54$ GHz, which gives $p=7.63\times10^{-4}$. The device's $10^4$ spins have a mean excess of $Np=7.6$ spins.

**Power absorbed by the spins.** Let $\gamma=g\mu_B/\hbar$, with $g=2.005$ (rough). The equilibrium moment is $M_0=Np\gamma\hbar/2$. A linear microwave field $2B_1\cos\omega t$ is the sum of two fields of amplitude $B_1$ rotating in opposite senses. The one that follows the precession is kept; the other is far off resonance when the line is narrow compared with $\omega$. With $\omega_1=\gamma B_1$, the steady Bloch equations at resonance in the rotating frame are

$$0=\omega_1M_z-\frac{M_y}{T_2},\qquad 0=-\omega_1M_y-\frac{M_z-M_0}{T_1}.$$

The first gives $M_y=\omega_1T_2M_z$. Inserting this in the second gives $M_z=M_0/(1+s)$ with $s=\omega_1^2T_1T_2$. The rotating field exerts a torque $B_1M_y$ on the moment and turns at $\omega$, so it delivers the power

$$P_s=\omega B_1M_y=\omega\,\frac{\omega_1}{\gamma}\,\frac{\omega_1T_2}{1+s}\,\frac{Np\gamma\hbar}{2}
=\frac{Np\,\hbar\omega\,\omega_1^2T_2}{2(1+s)} .$$

The number $s$ measures saturation: at $s=1$ the absorption at line centre is half of what the weak-field law predicts. For now $s\ll1$.

**Line width.** In a weak field, the Bloch absorption at a distance $B-B_0$ from resonance is proportional to $1/(1+u^2)$, with $u=\gamma T_2(B-B_0)$. Spectrometers record the derivative, $-2u/(1+u^2)^2$. Its extremes lie where $(1+u^2)-4u^2=0$, that is at $u=\pm1/\sqrt3$. The peak-to-peak width is therefore

$$\Delta B=\frac{2}{\sqrt3\,\gamma T_2},\qquad T_2=\frac{2}{\sqrt3\,\gamma\,\Delta B}.$$

**Cavity.** Let the edges be $a=2.3$ cm, $b=1.0$ cm and $d=4.3$ cm. The TE₁₀₂ mode has $E_y\propto\sin(\pi x/a)\sin(2\pi z/d)$ and frequency $\nu=(c/2)\sqrt{1/a^2+4/d^2}$. By Faraday's law, up to signs and a common factor,

$$B_x\propto\frac{2\pi}{d}\sin\frac{\pi x}{a}\cos\frac{2\pi z}{d},\qquad
B_z\propto\frac{\pi}{a}\cos\frac{\pi x}{a}\sin\frac{2\pi z}{d}.$$

At the centre, where the sample sits, $|B|\propto2\pi/d$. Each squared product of sine and cosine averages to 1/4 over the volume $V=abd$. The integral of $B^2$ over the cavity, divided by $B^2$ at the sample, is thus

$$V_{\rm eff}=\frac V4\,\frac{(2\pi/d)^2+(\pi/a)^2}{(2\pi/d)^2}=\frac V4\left[1+\left(\frac{d}{2a}\right)^2\right]=4.63\ \text{cm}^3 .$$

The stored energy equals the magnetic energy at the moment when the electric field vanishes. The linear amplitude at the sample is $2B_1$, so

$$U=\frac{(2B_1)^2V_{\rm eff}}{2\mu_0}=\frac{2B_1^2V_{\rm eff}}{\mu_0}.$$

The walls dissipate $\omega U/Q_0$.

**Reflected wave.** Let $\alpha$ be the mode amplitude, with $\alpha^2=U$, and let the incident wave have amplitude $\sqrt P$, where $P$ is the microwave power. The stored energy is lost to the walls at rate $\kappa_0=\omega/Q_0$, to the spins at rate $\kappa_s=P_s/U$, and through the coupling hole at rate $\kappa_e$. At resonance

$$\dot\alpha=-\tfrac12(\kappa_0+\kappa_s+\kappa_e)\alpha+\sqrt{\kappa_eP},\qquad r=\sqrt{\kappa_e}\,\alpha-\sqrt P ,$$

where $r$ is the reflected amplitude. These two equations conserve energy: multiplying the first by $2\alpha$ and using $P-r^2=2\alpha\sqrt{\kappa_eP}-\kappa_e\alpha^2$ gives $\dot U=P-r^2-(\kappa_0+\kappa_s)U$. In the steady state

$$\frac{r}{\sqrt P}=\frac{2\kappa_e}{\kappa_0+\kappa_s+\kappa_e}-1=\frac{\kappa_e-\kappa_0-\kappa_s}{\kappa_0+\kappa_s+\kappa_e}.$$

The cavity is tuned to critical coupling, $\kappa_e=\kappa_0$, so that nothing is reflected without spins. With $x=\kappa_s/\kappa_0$, the spins then cause a reflection of magnitude $|\Gamma|=x/(2+x)\approx x/2$. Inserting $P_s$ for $s\ll1$ and $U$,

$$x=\frac{P_sQ_0}{\omega U}=\frac{Np\hbar\omega\gamma^2B_1^2T_2}{2}\cdot\frac{Q_0\mu_0}{2\omega B_1^2V_{\rm eff}}
=\frac{Np\hbar\gamma^2\mu_0Q_0T_2}{4V_{\rm eff}},$$

$$|\Gamma|=\frac{Np\hbar\gamma^2\mu_0Q_0T_2}{8V_{\rm eff}} .$$

The field $B_1$ has cancelled. Power enters through the signal amplitude $|\Gamma|\sqrt P$.

**Noise.** Because $h\nu\ll kT$, a matched line at temperature $T$ carries a noise power $kT$ per hertz. Detection with bandwidth $\Delta f$ accepts a band $2\Delta f$ around the carrier. Its noise power $2kT\Delta f$ is shared equally between the component in phase with the signal and the one in quadrature. The in-phase noise amplitude is thus $\sqrt{kT\Delta f}$. The receiver is taken to add no noise of its own.

**Field modulation.** The static field is modulated, slowly enough for the spins to follow, and the signal is read at the modulation frequency. In units of the half-width $1/(\gamma T_2)$, let the offset from resonance be $\delta$ and the modulation amplitude $m$. With $q=1+i\delta$, the first harmonic of the line is

$$2\left\langle\frac{\cos\theta}{1+(\delta+m\cos\theta)^2}\right\rangle
=2\,\mathrm{Re}\left\langle\frac{\cos\theta}{q+im\cos\theta}\right\rangle
=-\frac2m\,\mathrm{Im}\frac{q}{\sqrt{q^2+m^2}} .$$

The brackets denote the average over $\theta$. The last step writes the fraction as $\frac1{im}\left[1-\frac{q}{q+im\cos\theta}\right]$ and uses $\langle1/(q+im\cos\theta)\rangle=1/\sqrt{q^2+m^2}$.

A numerical search finds the largest magnitude $h_1=0.5$ at $\delta=1.73$ and $m=2$. The formula confirms the value: for $\delta=\sqrt3$, $q=2e^{i\pi/3}$ and $q^2+4=4e^{i\pi/3}$, so the quotient is $e^{i\pi/6}$, with imaginary part 1/2. Multiplying the detector output by $\sqrt2\cos\theta$ and averaging leaves the noise amplitude unchanged and multiplies the signal by $h_1/\sqrt2$. So strong a modulation distorts the recorded line; a gentler one gives a smaller signal.

**Result.** Setting $|\Gamma|\sqrt P\,h_1/\sqrt2=\sqrt{kT\Delta f}$, a signal-to-noise ratio of one, and solving for $N$ gives

$$N_{\min}=\frac{\sqrt2}{h_1}\,\frac{8V_{\rm eff}}{p\hbar\gamma^2\mu_0Q_0T_2}\sqrt{\frac{kT\,\Delta f}{P}} .$$

*Favourable sample.* Take $\Delta B=0.1$ mT, hence $T_2=65.5$ ns, with $P=200$ mW and $\Delta f=1$ Hz. The reflection per spin is $3.3\times10^{-20}$, and the square root is $1.44\times10^{-10}$. Then

$$N_{\min}=\frac{2.83\times1.44\times10^{-10}}{3.3\times10^{-20}}\approx1.2\times10^{10}.$$

This is the size of the conventional limit. It neglects saturation, which is optimistic: at this power and width $s=1$ is reached for $T_1=0.18$ µs, while the Bloch model requires $T_1\ge T_2/2=0.03$ µs. So $s$ is at least 0.18, and a sample with $T_1$ well above 0.18 µs needs less power and has a higher limit. The result is an order of magnitude for a sample with fast relaxation, not a sharp threshold.

*Pb line.* A rough width is 0.2 mT, which halves $T_2$ and doubles $N_{\min}$. If the power must be kept at 1 mW to avoid saturation, $N_{\min}$ rises by a further $\sqrt{200}=14.1$:

$$N_{\min}\approx2\times14.1\times1.22\times10^{10}\approx3\times10^{11}.$$

The device then falls short by 7.5 orders. Whether 1 mW is low enough depends on $T_1$. Solving $P=\omega U/Q_0$ for the field gives

$$B_1=\sqrt{\frac{\mu_0Q_0P}{2\omega V_{\rm eff}}}=3.7\ \text{µT},$$

and $s=1$ is reached at $T_1=1/(\gamma^2B_1^2T_2)=72$ µs. For a longer $T_1$ the power must be lower still. This estimate attributes the whole line width to $T_2$; if part of the width is a spread of resonance fields, the true $T_2$ is longer and saturation starts at a shorter $T_1$. For a line broadened by $T_2$ alone, the absorption signal at line centre varies as $\sqrt P/(1+s)$ with $s\propto P$, which is largest at $s=1$; beyond that, more power weakens it. The recorded first harmonic also peaks at $s=1$ if the modulation is widened along with the saturated line; with a small fixed modulation it peaks at $s=1/2$. With a spread of resonance fields much wider than $1/(\gamma T_2)$, the absorption signal instead keeps rising past $s=1$ to a flat maximum, reached while the individual lines are still much narrower than the spread. It then declines slowly. When saturation has broadened the individual lines to the half-width of the spread, the signal is down to roughly half its maximum if that half-width is 30 or more times $1/(\gamma T_2)$, and to about two thirds if it is 10 times.

### (c) Closing the gap

**Averaging.** A uniform average over a time $\tau$ has $\Delta f=1/(2\tau)$, so $N_{\min}\propto\tau^{-1/2}$ for white noise. A bandwidth of 1 Hz corresponds to 0.5 s. Gaining a factor $10^6$ requires $10^{12}$ times as long, $5\times10^{11}$ s or about 16,000 years.

**Cooling.** At 4.2 K, $p=0.0545$, a gain of 71. If the noise temperature also fell to 4.2 K, the noise amplitude would drop by $\sqrt{300/4.2}\approx8.5$. With power, line width and $Q_0$ held fixed, the total gain is about 600, still short of $10^6$. Spin relaxation usually slows on cooling, so the power may have to be lowered to avoid saturation, which makes the gain smaller.

**More area.** A million equal transistors reach $10^{10}$ spins. Their total gate area is $10^{10}/10^{12}$ cm² $=0.01$ cm² $=1$ mm². The derived Pb limit of $3\times10^{11}$ spins needs about 0.3 cm². A large test area can therefore reach either limit where a single device cannot.

### A few cases

| Case | Spins | Limit | Ratio |
|---|---:|---:|---:|
| Neutral centres, conventional limit | $10^4$ | $10^{10}$ | $10^6$ |
| Neutral centres, derived Pb limit | $10^4$ | $3\times10^{11}$ | $3\times10^7$ |
| $E_F=0.95$ eV, sharp levels | 60 | $10^{10}$ | $1.7\times10^8$ |
| $D=10^{10}$ cm⁻², neutral | 100 | $10^{10}$ | $10^8$ |

### Beside a real device

A density of $10^{12}$ cm⁻² is typical in order of magnitude of an oxidized silicon surface whose defects have not been passivated with hydrogen. It is high for a finished transistor, where $10^{10}$ cm⁻² is a more usual order; the last row shows that this widens the gap to eight orders. The assumption of a single line can also fail. For $g$ between 2.001 and 2.009 (rough), the resonance field $h\nu/(g\mu_B)$ varies by 1.36 mT, several times the line width, so differently oriented centres need not resonate together. Magnetic coupling between neighbours matters less for most centres: at the spacing scale $D^{-1/2}=10$ nm, one spin's dipole field is about 0.9 µT, against a width of 200 µT. Centres placed at random often have a closer neighbour, which raises the typical field to about 10 µT, and about 8% of the centres, mostly those in very close pairs, see a field at least as large as the line width. Neighbours that resonate at the same field shift the line by 3/2 of this static field, which raises these figures to about 13 µT and 10%. Added to a 200 µT line, such random coupling lowers the derivative height by about a fifth and widens the line by less than a tenth. Metal gates and doped silicon absorb microwaves and lower $Q_0$, and $N_{\min}$ grows as $1/Q_0$ at fixed power. These departures make detection harder. The estimate concerns microwave absorption in a cavity of this size; a much smaller resonator, or a measurement that reads the resonance through the device current, needs its own signal and noise analysis.

The numerical output below lists the values used.

## Calculated quantities

```
Pb density: 1e+12 cm^-2
gate area: 1e-08 cm^2
centres in device: 1e+04
random spread of count: 100
spacing scale: 10 nm
conventional limit: 1e+10 spins
limit / device count: 1e+06
orders of magnitude: 6
devices needed: 1e+06
total gate area needed: 1 mm^2
temperature: 300 K
level +/0 above Ev (rough): 0.3 eV
level 0/- above Ev (rough): 0.8 eV
level spread (rough): 0.08 eV
midgap Fermi level: 0.56 eV
neutral fraction, midgap: 0.999932
same with level spread: 0.9953
high Fermi level: 0.95 eV
neutral fraction, high: 0.00601
neutral spins, high: 60.1
cavity edges: 2.3 x 1.0 x 4.3 cm
unloaded Q0: 6000
cavity frequency: 9.544 GHz
resonance field: 340.1 mT
effective volume: 4.63 cm^3
g factor (rough): 2.005
polarization: 0.000763
net polarized spins in device: 7.63
largest first harmonic h1: 0.5
modulation loss sqrt(2)/h1: 2.828
best offset: 1.73 half-widths
best modulation amplitude: 2 half-widths
bandwidth: 1 Hz
averaging time: 0.5 s
benchmark power: 200 mW
benchmark line width: 0.1 mT
benchmark T2: 65.5 ns
benchmark N_min: 1.22e+10 spins
Pb power: 1 mW
Pb line width (rough): 0.2 mT
Pb T2: 32.7 ns
Pb N_min: 3.45e+11 spins
Pb gap in orders: 7.54
Pb rotating field B1: 3.68 uT
T1 that halves Pb absorption: 72.4 us
averaging to close 1e10 gap: 1.59e+04 years
dipolar field at spacing: 0.93 uT
g range (rough): 2.001 to 2.009
field spread from g range: 1.36 mT
polarization at 4.2 K: 0.0545
polarization gain at 4.2 K: 71.4
```
